\section*{Gap anisotropy, the transition temperature and its loss to impurity scattering}

\section{What symmetry fixes}

Consider an electron--phonon kernel on a Fermi surface of the form $\lambda_0(1+a_k)(1+a_{k'})$, where $a_k$ is a dimensionless anisotropy with surface average $\langle a\rangle=0$. For $a=0$ the kernel does not change when two pieces of surface of equal weight are interchanged. A scalar such as $\ln(T_c/T_{c,\rm iso})$, expanded in $a$ about this reference, must respect the same symmetry. Its linear term can only be proportional to $\langle a\rangle$, which vanishes, and its quadratic term can only contain $\langle a^2\rangle$ and $\langle a\rangle^2$. Hence
\begin{equation}
\ln\frac{T_c}{T_{c,\rm iso}}=C\,\langle a^2\rangle+O(a^3),
\end{equation}
where $C$ is dimensionless. Isotropic impurity scattering has the same symmetry, so it can change $C$ but not the form. Symmetry does not give the sign of $C$. A variational argument does, and it needs neither a small $a$ nor a separable kernel.

\section{Assumptions and equations}

Throughout, $T$ stands for $k_BT$, and $\omega_n=\pi T(2n+1)$ is a Matsubara energy with sign $s_n$. The Fermi surface is divided into finitely many patches, as fine as desired, weighted by their share of the density of states. $\langle\cdots\rangle$ is the normalized average over patches, and double brackets average over both $k$ and $k'$.

The phonon kernel $\lambda_{kk'}(l)\ge0$ is symmetric in $k,k'$ and even in the index difference $l$. It depends on $T$ and $l$ only through the energy $2\pi Tl$, and does so continuously; it is largest at $l=0$ and falls as $(Tl)^{-2}$ at large $Tl$. Define
\begin{equation}
\lambda_k(l)=\langle\lambda_{kk'}(l)\rangle_{k'},\qquad
\lambda_0(l)=\langle\lambda_k(l)\rangle>0 .
\end{equation}
Impurities are non-magnetic and treated in Born approximation, with $\gamma_{kk'}=\hbar/(2\tau_{kk'})\ge0$ symmetric. They leave the phonons, the density of states and $\lambda_{kk'}$ unchanged. The Coulomb pseudopotential is omitted. The starting point is the mean-field Eliashberg theory, linearized in a singlet gap $\Delta_k(n)$ that is even in frequency:
\begin{align}
Z_k(n)|\omega_n|&=|\omega_n|+\pi T\Lambda_k(n)+\langle\gamma_{kk'}\rangle_{k'},\label{eq:z}\\
Z_k(n)\Delta_k(n)&=\pi T\sum_m\Big\langle\lambda_{kk'}(n-m)\frac{\Delta_{k'}(m)}{|\omega_m|}\Big\rangle_{k'}
+\Big\langle\gamma_{kk'}\frac{\Delta_{k'}(n)}{|\omega_n|}\Big\rangle_{k'}.\label{eq:gap}
\end{align}
The first equation is the normal-state renormalization, the second the pairing condition. Here $\Lambda_k(n)=s_n\sum_m s_m\lambda_k(n-m)$. For $n\ge0$, the terms $m\ge0$ have $l=n-m\le n$ and enter with a plus sign, while the terms $m<0$ have $l\ge n+1$ and enter with a minus sign. Since $\lambda_k$ is even in $l$, the part $l\le-n-1$ cancels the part $l\ge n+1$, leaving
\begin{equation}
\Lambda_k(n)=\lambda_k(0)+2\sum_{l=1}^{n}\lambda_k(l)\ge0 .
\end{equation}
This is bounded in $n$, because the sum converges.

\section{The theorem}

Let $T_c(\gamma)$ be the highest temperature at which (\ref{eq:gap}) has a non-zero solution, and let $T_{c,\rm iso}$ be the same quantity for the averaged kernel $\lambda_0(l)$.

\textbf{Theorem.}
\begin{enumerate}
\item[(a)] $T_{c,\rm iso}\le T_c(\gamma)\le T_c(0)$, and $T_c(s\gamma)$ does not increase with $s\ge0$.
\item[(b)] If all pairs of patches share one phonon shape, $\lambda_{kk'}(l)=g_{kk'}h(l)$, then $T_c(\gamma)>T_{c,\rm iso}$ at every finite $\gamma$ if $\lambda_k$ varies over the surface, and $T_c(\gamma)=T_{c,\rm iso}$ if it does not.
\item[(c)] If the scattering connects all patches, directly or through others, then $T_c(s\gamma)\to T_{c,\rm iso}$ as $s\to\infty$.
\end{enumerate}

\subsection{Lemma 1: a symmetric form}

Put $\phi_k(n)=\Delta_k(n)/|\omega_n|$. Then $Z_k\Delta_k=(Z_k|\omega_n|)\phi_k$, and (\ref{eq:z}) eliminates $Z_k$ from (\ref{eq:gap}). Moving all terms to one side and dividing by $\pi T$ gives $K\phi=0$ with
\begin{align}
(K\phi)_k(n)={}&\sum_m\langle\lambda_{kk'}(n-m)\phi_{k'}(m)\rangle_{k'}
-\big[|2n+1|+\Lambda_k(n)\big]\phi_k(n)\nonumber\\
&-\frac1{\pi T}\big\langle\gamma_{kk'}[\phi_k(n)-\phi_{k'}(n)]\big\rangle_{k'} .\label{eq:K}
\end{align}
Multiply by $\phi_k(n)$, average over $k$ and sum over $n$. In the impurity term, take half the sum of the expression and its copy with $k$ and $k'$ interchanged; since $\gamma_{kk'}$ is symmetric, $\phi_k(\phi_k-\phi_{k'})$ becomes $\frac12(\phi_k-\phi_{k'})^2$. Thus
\begin{align}
Q[\phi]={}&\sum_{nm}\langle\langle\phi_k(n)\lambda_{kk'}(n-m)\phi_{k'}(m)\rangle\rangle
-\sum_n\big\langle[|2n+1|+\Lambda_k(n)]\phi_k(n)^2\big\rangle\nonumber\\
&-\frac1{2\pi T}\sum_n\big\langle\big\langle\gamma_{kk'}[\phi_k(n)-\phi_{k'}(n)]^2\big\rangle\big\rangle .\label{eq:Q}
\end{align}
$K$ is the unbounded diagonal $-|2n+1|$ plus a bounded symmetric operator. Its spectrum is therefore discrete, and its largest eigenvalue
\begin{equation}
\rho(T)=\max_\phi\frac{Q[\phi]}{\sum_n\langle\phi_k(n)^2\rangle}
\end{equation}
is attained and continuous in $T$.

\subsection{Lemma 2: $T_c$ is the largest zero of $\rho$}

The phonon term with $m=n$ in (\ref{eq:K}), combined with the part $\lambda_k(0)$ of $\Lambda_k$, is
\begin{equation}
-\big\langle\lambda_{kk'}(0)[\phi_k(n)-\phi_{k'}(n)]\big\rangle_{k'} .
\end{equation}
It has the form of elastic scattering with $\gamma_{kk'}=\pi T\lambda_{kk'}(0)$: phonons at zero Matsubara frequency act as static disorder, and their contribution to $Q$ is never positive. The remaining phonon terms in $\Lambda_k$ lower $Q$, and the pairing terms with $l\ne0$ vanish as $T^{-2}$. Hence $\rho\le-1+O(T^{-2})$ at high temperature. The trial function equal to one at $n=0,-1$ on all patches and zero elsewhere has norm $2$ and
\begin{equation}
Q=2\lambda_0(0)+2\lambda_0(1)-2[1+\lambda_0(0)],
\end{equation}
so that $\rho\ge-1+\lambda_0(1)$. Together, $\rho\to-1$.

Any solution of $K\phi=0$ requires $\rho\ge0$. If $\rho>0$ at some temperature, continuity and the limit $-1$ force a zero at a higher one. The highest temperature with a solution is therefore the largest zero of $\rho$.

For the averaged kernel such a zero exists. Let $\phi(n)=1/|2n+1|$ inside a fixed energy window where $\lambda_0(l)\ge\lambda_0(0)/2$, and zero outside. With $S=\sum1/|2n+1|$ over the window and $\Lambda_0(n)\le\lambda_0(0)|2n+1|$,
\begin{equation}
Q\ge\tfrac12\lambda_0(0)S^2-[1+\lambda_0(0)]S .
\end{equation}
As $T\to0$ the window holds more and more frequencies, $S$ grows logarithmically, and $Q$ becomes positive. This is the Cooper logarithm in variational form.

\subsection{Proof of (a)}

Insert a function $\phi(n)$ that does not depend on $k$. In (\ref{eq:Q}) the pairing kernel is averaged over both of its arguments and becomes $\lambda_0(n-m)$. The renormalization $\Lambda_k(n)$ is linear in the kernel and is averaged to $\Lambda_0(n)$. The impurity term vanishes. What remains is the $Q$ of the averaged kernel, so the maximum over all functions obeys
\begin{equation}
\rho(T)\ge\rho_{\rm iso}(T)\qquad\text{for every }T\text{ and }\gamma .
\end{equation}
At $T_{c,\rm iso}$ this gives $\rho\ge0$, and by Lemma 2 the largest zero of $\rho$ lies at or above $T_{c,\rm iso}$. The argument does not require $\rho$ to be monotonic in $T$.

The impurity term in (\ref{eq:Q}) is never positive and is proportional to $s$ when $\gamma$ is replaced by $s\gamma$. For $s'>s$ we have $\rho_{s'}(T)\le\rho_s(T)$. At $T_c(s'\gamma)$, therefore, $\rho_s\ge0$, and $T_c(s\gamma)\ge T_c(s'\gamma)$. $\square$

\subsection{Proof of (b)}

With one shape, $\lambda_k(l)=(1+a_k)\lambda_0(l)$ with $\langle a\rangle=0$, and $\Lambda_k=(1+a_k)\Lambda_0$. Let $\phi_0(n)$ solve the averaged problem at $T_{c,\rm iso}$:
\begin{equation}
\sum_m\lambda_0(n-m)\phi_0(m)-\Lambda_0(n)\phi_0(n)=|2n+1|\phi_0(n).\label{eq:iso}
\end{equation}
Applying the full operator multiplies the left side by $1+a_k$ and subtracts the right side:
\begin{equation}
(K\phi_0)_k(n)=a_k\,|2n+1|\,\phi_0(n).\label{eq:res}
\end{equation}
If $\rho(T_{c,\rm iso})$ were zero, $\phi_0$ would attain the maximum and would have to satisfy $K\phi_0=0$. This contradicts (\ref{eq:res}) unless $a_k=0$ on all patches. For varying $\lambda_k$, then, $\rho(T_{c,\rm iso})>0$ and $T_c>T_{c,\rm iso}$. The impurity term does not act on $\phi_0$, so this holds at any finite $\gamma$.

Now let $a_k=0$. At each $T$, the top eigenfunction $\phi_0(n)$ of the averaged problem is an eigenfunction of $K$ with eigenvalue $\rho_{\rm iso}$. Replacing a function by its modulus does not lower $Q$, because $\lambda_{kk'}$ and $\gamma_{kk'}$ are non-negative. Top eigenfunctions of both problems can therefore be chosen non-negative. The eigenvalue equation
\begin{equation}
[|2n+1|+\Lambda_0(n)+\rho_{\rm iso}]\phi_0(n)=\sum_m\lambda_0(n-m)\phi_0(m)>0
\end{equation}
then shows that $\phi_0(n)>0$ for every $n$. A non-negative top eigenfunction of $K$ cannot be orthogonal to it, whereas eigenfunctions with different eigenvalues are orthogonal. Hence $\rho=\rho_{\rm iso}$ at every $T$. $\square$

\textbf{Remark.} With one phonon shape, what raises $T_c$ is a variation of the total coupling $\lambda_k$ from place to place. The kernel $\lambda_0(1+a_ka_{k'})$ is anisotropic but has constant $\lambda_k$, and with $|a|<1$ it gives no gain. If the phonon shape differs between patches, $T_c$ can rise even at constant $\lambda_k(0)$, because $\lambda_k(l)$ can still vary over the surface at $l\ne0$.

\subsection{Proof of (c)}

Split a normalized $\phi$ into its surface average, of norm $p$, and the rest, of norm $q$, with $p^2+q^2=1$. If the scattering connects all patches, the impurity form vanishes only for functions constant over the surface. Its smallest non-zero eigenvalue is then some $G>0$ at $s=1$, and the impurity term in $Q$ is at most $-sGq^2/(\pi T)$. The term $|2n+1|$ does not couple the two parts, since it is independent of $k$; the other couplings are bounded by a constant $B$. Let $c$ be an upper bound on the clean $\rho$ in the temperature range used below. Then
\begin{equation}
Q\le\rho_{\rm iso}p^2+2Bpq-Dq^2,\qquad D=\frac{sG}{\pi T}-c .
\end{equation}
For $D>0$, completing the square gives $2Bpq-Dq^2\le B^2p^2/D$, hence
\begin{equation}
Q\le p^2\Big(\rho_{\rm iso}+\frac{B^2}{D}\Big).\label{eq:bound}
\end{equation}
Choose any $\delta>0$. Between $T_{c,\rm iso}+\delta$ and $T_c(0)$, $\rho_{\rm iso}$ is continuous and has no zero, so it stays below some $-\eta<0$. For large enough $s$, $B^2/D<\eta$ and $Q<0$ when $p\ne0$; when $p=0$, $Q\le-D<0$. Thus $T_c(s\gamma)<T_{c,\rm iso}+\delta$. $\square$

If $\rho_{\rm iso}$ crosses zero with non-zero slope, (\ref{eq:bound}) bounds the excess $T_c-T_{c,\rm iso}$ by a constant times $1/s$. Physically, an electron scattered around the surface fast enough samples only the average coupling. Scattering confined to separate parts of the surface averages the gap only within each part, and (c) does not apply.

\section{The Markowitz--Kadanoff limit}

A simplified weak-coupling model gives closed formulas. Set $Z=1$ apart from impurities, which drops the phonon part of $Z_k$, take isotropic scattering $\gamma_{kk'}=\Gamma=\hbar/(2\tau)$, and use the separable kernel
\begin{equation}
\lambda(1+a_k)(1+a_{k'})f(n)f(m),\qquad f(n)^2=\frac{\omega_c}{\omega_c+|\omega_n|},
\end{equation}
with $\langle a\rangle=0$. The function $f$ is a smooth cutoff at the energy $\omega_c$. The pairing term is then $D_0(1+a_k)f(n)$, with
\begin{equation}
D_0=\lambda\pi T\sum_mf(m)\langle(1+a_k)\phi_k(m)\rangle .\label{eq:D}
\end{equation}
The equation for $\phi$ reads
\begin{equation}
|\omega_n|\phi_k+\Gamma(\phi_k-\langle\phi\rangle)=D_0(1+a_k)f .
\end{equation}
Its surface average removes $\Gamma$ and gives $\langle\phi\rangle=D_0f/|\omega_n|$. Inserting this,
\begin{equation}
(|\omega_n|+\Gamma)\phi_k=D_0f\Big[\frac{|\omega_n|+\Gamma}{|\omega_n|}+a_k\Big],\qquad
\phi_k=D_0f\Big[\frac1{|\omega_n|}+\frac{a_k}{|\omega_n|+\Gamma}\Big].
\end{equation}
Scattering leaves the average part untouched and weakens the anisotropic part. Putting $\phi_k$ into (\ref{eq:D}) and using $\langle a\rangle=0$,
\begin{equation}
\frac1\lambda=L(T)+\langle a^2\rangle L_\Gamma(T),\qquad
L_\Gamma=\pi T\sum_m\frac{f(m)^2}{|\omega_m|+\Gamma},\quad L=L_{\Gamma=0}.\label{eq:mk}
\end{equation}
Both signs of $\omega_m$ contribute equally. The partial fractions
\begin{equation}
\frac{\omega_c}{(\omega+\omega_c)(\omega+\Gamma)}=\frac{\omega_c}{\omega_c-\Gamma}\Big[\frac1{\omega+\Gamma}-\frac1{\omega+\omega_c}\Big]
\end{equation}
and $\sum_{n\ge0}[(n+x)^{-1}-(n+y)^{-1}]=\psi(y)-\psi(x)$, where $\psi$ is the digamma function, give
\begin{equation}
L_\Gamma=\frac{\omega_c}{\omega_c-\Gamma}\Big[\psi\Big(\frac12+\frac{\omega_c}{2\pi T}\Big)-\psi\Big(\frac12+\frac{\Gamma}{2\pi T}\Big)\Big].
\end{equation}

At $\Gamma=\omega_c$ this expression is to be read as its limit, which is finite.

\textbf{Clean limit.} For $T\ll\omega_c$, $\psi(\frac12+y)\simeq\ln y$ and $\psi(\frac12)=-\gamma_E-2\ln2$, with $\gamma_E$ Euler's constant, so $L\simeq\ln(2e^{\gamma_E}\omega_c/\pi T)$. The averaged kernel has $L(T_{c,\rm iso})=1/\lambda$, and the anisotropic one has $L(T_c)=1/[\lambda(1+\langle a^2\rangle)]$. Subtracting the two logarithms,
\begin{equation}
\frac{T_c}{T_{c,\rm iso}}=\exp\Big[\frac{\langle a^2\rangle}{\lambda(1+\langle a^2\rangle)}\Big].\label{eq:exp}
\end{equation}
Thus $C=1/\lambda$ in this model: the gain is large when the coupling is weak, because $T_c$ depends exponentially on $1/\lambda$. The phonon part of $Z_k$, left out here, acts in two ways. Its surface average weakens the effective coupling and by itself would raise the gain (to a ratio of $1.76$ in the case that follows), while its variation over the surface lowers the gain by more. The net effect at fixed $\lambda$ is a reduction. For $\lambda=0.25$ and $\langle a^2\rangle=0.125$, (\ref{eq:exp}) gives a ratio of $1.56$, while the Eliashberg equations with an Einstein phonon and $a_k=0.5\cos4\theta$ give $1.47$.

\textbf{Weak scattering.} For $\Gamma\ll\omega_c$ the prefactor in $L_\Gamma$ tends to one and $L_\Gamma\simeq L-[\psi(\frac12+\Gamma/2\pi T)-\psi(\frac12)]$. Subtracting the clean condition from (\ref{eq:mk}) and dividing by $1+\langle a^2\rangle$,
\begin{equation}
\ln\frac{T_c}{T_{c}(0)}=-\frac{\langle a^2\rangle}{1+\langle a^2\rangle}\Big[\psi\Big(\frac12+\frac{\Gamma}{2\pi T_c}\Big)-\psi\Big(\frac12\Big)\Big].\label{eq:dig}
\end{equation}
Since $\psi'(\frac12)=\pi^2/2$, the initial slope for $T_c\ll\omega_c$ is
\begin{equation}
\frac{dT_c}{d\Gamma}=-\frac{\pi}{4}\,\frac{\langle a^2\rangle}{1+\langle a^2\rangle}.
\end{equation}

The prefactor $\omega_c/(\omega_c-\Gamma)$, set to one here, also has a term linear in $\Gamma$. To first order in $T_c/\omega_c$ it changes $\pi/4$ to $\pi/4-T_cL(T_c)/\omega_c$. In the weak-coupling example below this makes the slope about one seventh smaller in size.

\textbf{Where this law ends.} Setting $T_c=T_{c,\rm iso}$ in (\ref{eq:dig}) and using (\ref{eq:exp}), the bracket must equal $1/\lambda=L(T_{c,\rm iso})$, which happens at $\Gamma=\omega_c$. Beyond this point (\ref{eq:dig}) falls below $T_{c,\rm iso}$, because its assumption $\Gamma\ll\omega_c$ has failed. In the full equation (\ref{eq:mk}), $L_\Gamma$ stays positive, which keeps $T_c$ above $T_{c,\rm iso}$ at every finite $\Gamma$. For $\Gamma\gg\omega_c$ it is approximately $(\omega_c/\Gamma)\ln(\Gamma/\omega_c)$, so
\begin{equation}
\ln\frac{T_c}{T_{c,\rm iso}}\simeq\langle a^2\rangle\frac{\omega_c}{\Gamma}\ln\frac{\Gamma}{\omega_c}\to0 .\label{eq:dirty}
\end{equation}
The logarithm comes from the slow $1/|\omega|$ tail of this cutoff. It does not conflict with the $1/s$ bound after (c): here $\sum_nf(n)^2$ diverges, so the constant $B$ does not exist and this kernel lies outside the assumptions of the theorem. With $f^2=\omega_c^2/(\omega_c^2+\omega_n^2)$ instead, $L_\Gamma\simeq\pi\omega_c/2\Gamma$ and the logarithm is absent.

\section{Worked example}

Take $a_k=0.5\cos4\theta$ on a circular Fermi line, so $\langle a^2\rangle=0.5^2/2=0.125$. The parameters are round model values, and the line is represented by six values of $a_k$ with equal weights.

\textbf{Weak coupling}, $\lambda=0.25$, $\omega_c=20$ meV. The exponent in (\ref{eq:exp}) is $0.125/(0.25\times1.125)=0.444$, a ratio of $1.560$. The full equation gives $7.530/4.823=1.561$; the small difference comes from replacing $\psi$ by a logarithm. With scattering:
\begin{center}
\begin{tabular}{rcc}
$\Gamma$ (meV) & $T_c$, full (K) & $T_c$, eq.~(\ref{eq:dig}) (K)\\
0 & 7.53 & 7.53\\
1 & 6.90 & 6.79\\
10 & 5.73 & 5.26\\
100 & 5.07 & 3.95\\
1000 & 4.87 & 2.96
\end{tabular}
\end{center}
The full result approaches $4.82$ K from above. At $\Gamma=1000$ meV, (\ref{eq:dirty}) gives $0.125\times0.02\times\ln50=0.0098$, and the table gives an excess of about $1\%$. The digamma law passes $4.83$ K at $\Gamma=\omega_c$ and continues downwards. Such large $\Gamma$ display the mathematical limit; in a real metal the Born approximation and the fixed density of states would be in doubt there.

\textbf{Strong coupling}, $\lambda_0(0)=1$, with an Einstein phonon at 20 meV and the kernel $\lambda_0(l)(1+a_k)(1+a_{k'})$. The averaged kernel gives $26.60$ K and the anisotropic one $28.63$ K, a gain of $7.6\%$. If $Z_k$ is replaced by its surface average while the pairing kernel is kept, the gain comes out as $27.6\%$. The residual shows why the two differ. With averaged $Z$, (\ref{eq:iso}) gives
\begin{equation}
(K\phi_0)_k(n)=a_k\sum_m\lambda_0(n-m)\phi_0(m)=a_k[|2n+1|+\Lambda_0(n)]\phi_0(n),
\end{equation}
which exceeds (\ref{eq:res}) in size by the term with $\Lambda_0$. Where the pairing is stronger the electrons are also heavier, and this takes back part of the gain.

Isotropic scattering of 1, 10, 100 and 1000 meV leaves $94.6\%$, $64.5\%$, $17.1\%$ and $2.2\%$ of the strong-coupling gain. In the weak-coupling case 1 meV already leaves only $(6.90-4.82)/(7.53-4.82)=77\%$. The same $\gamma$ is not equally strong in the two cases: scattering enters (\ref{eq:K}) as $\gamma/\pi T$, and $\pi T_c$ in the clean state is $7.8$ meV in the strong-coupling case against $2.0$ meV in the weak one. The two models also differ in their kernel and in $Z$, so this ratio alone does not fix the fractions. At very large scattering, doubling $\gamma$ reduces the excess $T_c-T_{c,\rm iso}$ by a factor $1.998$, in accordance with a $1/\gamma$ approach.

Strong scattering that acts only within the regions $a_k>0$ and $a_k<0$ separately leaves about $80\%$ of the gain: the difference between the two regions survives. The kernel with constant $\lambda_k$ gives $26.60$ K, the averaged value, as (b) requires. The ordering in (a) was also tested on 15 random kernels with random anisotropic scattering, and it held for all of them.

\section{Conditions on the result}

The comparison is made at fixed $\lambda_0(l)$. A change of material or pressure that alters the anisotropy will in general alter the average too, and the theorem says nothing about the sum of both effects. The proof also uses the same $\gamma_{kk'}$ in (\ref{eq:z}) and (\ref{eq:gap}). If a scattering process enters (\ref{eq:gap}) with a smaller weight than (\ref{eq:z}), its term no longer vanishes for a gap constant over the surface, and $T_{c,\rm iso}$ is no longer guaranteed as a lower bound.

\section*{Computed values}
\begin{verbatim}
phonon energy and weak-coupling cutoff: 20.0, 20.0 meV
anisotropy amplitude A = 0.50, <a^2> = 0.1250
WEAK COUPLING, lambda = 0.25
Tc averaged kernel: 4.8233 K = 0.41564 meV
Tc averaged kernel, BCS logarithm: 4.8199 K
Tc anisotropic clean: 7.5302 K = 0.64890 meV
Tc ratio, full equation: 1.5612
Tc ratio, Markowitz-Kadanoff exponential: 1.5596
hbar/(2tau) [meV], Tc full [K], Tc digamma law [K]:
      0.0  7.5302  7.5302
      1.0  6.9046  6.7891
     10.0  5.7334  5.2642
    100.0  5.0724  3.9492
   1000.0  4.8718  2.9615
digamma law at hbar/(2tau)=cutoff: 4.8288 K
initial slope d(kB Tc)/d(hbar/2tau), law: -0.08727
same slope, full equation at lambda=0.1: -0.08709
STRONG COUPLING, lambda0 = 1.00
Tc averaged kernel: 26.6020 K = 2.29239 meV
Tc anisotropic clean: 28.6326 K = 2.46737 meV
Tc ratio: 1.07633
Tc ratio with Z averaged over the surface: 1.27606
Tc for constant row average: 26.6020 K
hbar/(2tau) [meV], Tc [K], fraction of gain left:
      0.0  28.6326  1.0000
      1.0  28.5227  0.9459
     10.0  27.9117  0.6450
    100.0  26.9493  0.1710
   1000.0  26.6460  0.0217
excess-Tc ratio when large scattering is doubled: 1.9982
disconnected strong scattering: Tc = 28.2515 K
disconnected strong scattering: fraction left = 0.8123
rho at kB*T = 10 phonon energies: -0.99975
random kernels with correct ordering of Tc: 15
\end{verbatim}
